**Small-signal lifetime about an Auger-dominated steady state**

For a pump rate $G$ and a loss $R=Cn^3$ with constant $C$, a small deviation from the steady density $n_0$ decays with $\tau_d=\tau/3$, where $\tau=n_0/R(n_0)$. The program integrates the full nonlinear rate equation, finds the 1/e time of small deviations and asserts that it agrees with this result. It also asserts the first-order correction for 10% deviations, the response to a sinusoidal pump and the decay after complete switch-off. Further assertions cover mixed loss channels, a density-dependent $C$, p-type doping and the recovery of the total rate by integrating $1/\tau_d$ over density. For the example, the output shows $\tau=1$ µs and $\tau_d=0.333$ µs, and a threefold error in $C$ if the two are confused. With rough values for a passivated silicon mesa, the other loss channels raise the ratio $\tau_d/\tau$ to 0.341, and a one-dimensional diffusion model gives the same value. The program also estimates degeneracy and heating.

## Numerical verification

```python
"""Small-signal lifetime about an Auger-dominated steady state.

Result under test: for dn/dt = G - C n^3 with constant C, a small deviation
from the steady density n0 decays with tau_d = tau/3, where
tau = n0/R(n0) = 1/(C n0^2) is density divided by recombination rate.
Symbols: n carrier density (electrons = holes), G pump rate, R loss rate,
C Auger coefficient, B radiative coefficient, A linear loss rate.
Densities are in cm^-3, times in s, lengths in cm unless a label says otherwise.
Material values are rough typical ones for silicon near room temperature.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

OPTIONS = dict(method="DOP853", rtol=1e-10, atol=1e-14)


def decay_ratio(loss, density, deviation):
    """1/e time of a deviation at fixed pump, in units of density/loss."""
    steady_loss = loss(density)

    def slope(t, x):
        return [1.0 - loss(density * (1.0 + x[0])) / steady_loss]

    def crossing(t, x):
        return x[0] / deviation - np.exp(-1.0)
    crossing.terminal = True
    run = solve_ivp(slope, (0, 10), [deviation], events=crossing, **OPTIONS)
    assert len(run.t_events[0]) == 1
    return run.t_events[0][0]


def small_ratio(loss, density):
    """Small-signal limit: mean over deviations of both signs."""
    return 0.5 * (decay_ratio(loss, density, 1e-4)
                  + decay_ratio(loss, density, -1e-4))


# Inputs of the example
C = 1e-30             # cm^6/s
G = 1e24              # cm^-3 s^-1
B = 5e-15             # cm^3/s
defect_time = 1e-4    # s
surface_speed = 10.0  # cm/s
thickness = 1e-3      # cm
radius = 1e-2         # cm
diffusivity = 10.0    # cm^2/s, ambipolar
absorption_depth = 1e-3  # cm, at the pump wavelength
wavelength = 800e-9   # m
oxide = 1e-4          # cm
k_oxide, k_silicon = 0.014, 1.5  # W/(cm K)
heat_capacity = 1.66  # J/(cm^3 K)
temperature = 300.0   # K
mass_ratio = 1.1      # density-of-states mass over electron mass


def auger(n):
    return C * n**3


# Pure Auger steady state and small deviation
n0 = brentq(lambda n: auger(n) / G - 1.0, 1e16, 1e20)
tau = n0 / auger(n0)
ratio = small_ratio(auger, n0)
tau_d = ratio * tau
assert abs(3 * ratio - 1) < 1e-6
assert abs(tau_d * 3 * C * n0**2 - 1) < 1e-6

# Finite deviations: first-order correction; the remainder is second order
finite = {}
for x0 in (0.1, -0.1):
    finite[x0] = decay_ratio(auger, n0, x0)
    first_order = (1 - x0 * (1 - np.exp(-1))) / 3
    assert abs(finite[x0] / first_order - 1) < 0.004

# Sinusoidal pump, time in units of tau, at the predicted corner
depth, omega = 0.01, 3.0
period = 2 * np.pi / omega
times = 6 * period + np.arange(128) * period / 128
wave = solve_ivp(lambda t, y: [1 + depth * np.cos(omega * t) - y[0]**3],
                 (0, 7 * period), [1.0], t_eval=times,
                 max_step=period / 20, **OPTIONS)
amplitude = 2 * np.mean(wave.y[0] * np.exp(-1j * omega * times))
assert abs(amplitude / (depth / (3 * (1 + 1j * omega / 3))) - 1) < 1e-3
phase_lag = -np.degrees(np.angle(amplitude))

# Complete switch-off of the pump, time in units of tau


def half_event(t, y):
    return y[0] - 0.5


def efold_event(t, y):
    return y[0] - np.exp(-1)


off = solve_ivp(lambda t, y: [-y[0]**3], (0, 5), [1.0],
                events=[half_event, efold_event], dense_output=True,
                max_step=0.1, **OPTIONS)
half_time, efold_time = off.t_events[0][0], off.t_events[1][0]
assert abs(half_time - 1.5) < 1e-6
assert abs(efold_time - (np.e**2 - 1) / 2) < 1e-6
for t in (0.3, 2.0, 4.5):
    assert abs(off.sol(t)[0] - 1 / np.sqrt(1 + 2 * t)) < 1e-6
early = solve_ivp(lambda t, y: [-y[0]**3], (0, 1e-4), [1.0], **OPTIONS)
initial_slope = -np.log(early.y[0, -1]) / 1e-4
assert abs(initial_slope - 1) < 2e-4

# Other loss channels, lumped into A and B
A = 1 / defect_time + 2 * surface_speed / thickness + 2 * surface_speed / radius


def mixed(n):
    return A * n + B * n**2 + C * n**3


def mixed_formula(n):
    return (A + B * n + C * n**2) / (A + 2 * B * n + 3 * C * n**2)


mixed_ratios = {}
for n in (1e16, 1e17, 2e17, 1e18):
    mixed_ratios[n] = small_ratio(mixed, n)
    assert abs(mixed_ratios[n] / mixed_formula(n) - 1) < 1e-6
n_mixed = brentq(lambda n: mixed(n) / G - 1, 1e16, 1e20)
ratio_mixed = small_ratio(mixed, n_mixed)

# Loss rate recovered by integrating simulated decay rates over density
nodes, weights = np.polynomial.legendre.leggauss(4)
densities = 0.5 * n_mixed * (nodes + 1)
decay_rates = np.array([mixed(n) / n / small_ratio(mixed, n)
                        for n in densities])
recovered = 0.5 * n_mixed * np.sum(weights * decay_rates)
assert abs(recovered / G - 1) < 1e-6
naive_rate = G / ratio_mixed
naive_C = 1 / (tau_d * n0**2)

# Density-dependent Auger coefficient, C proportional to n^s
power_ratios = {}
for s in (-0.1, -0.3):
    power_ratios[s] = small_ratio(lambda n: C * n**3 * (n / n0)**s, n0)
    assert abs(power_ratios[s] * (3 + s) - 1) < 1e-6

# p-type doping: excess density over acceptor density sets the ratio
c_n, c_p = 0.7, 0.3
doped_ratios = {}
for y in (0.01, 1.0, 100.0):
    doped_ratios[y] = small_ratio(
        lambda d: d * (1 + d) * (c_n * d + c_p * (1 + d)), y)
    order = 1 + y / (1 + y) + y / (c_n * y + c_p * (1 + y))
    assert abs(doped_ratios[y] * order - 1) < 1e-6
acceptors = 1e15
ratio_background = small_ratio(
    lambda d: C * d * (acceptors + d) * (c_n * d + c_p * (acceptors + d)), n0)

# One-dimensional film: uneven absorption, diffusion, surface loss
cells = 100
h = thickness / cells
x = (np.arange(cells) + 0.5) * h
pump = np.exp(-x / absorption_depth)
pump *= G / pump.mean()
laplacian = (np.diag(-2 * np.ones(cells)) + np.diag(np.ones(cells - 1), 1)
             + np.diag(np.ones(cells - 1), -1))
laplacian[0, 0] = laplacian[-1, -1] = -1
linear = diffusivity * laplacian / h**2
linear -= np.eye(cells) * (1 / defect_time + 2 * surface_speed / radius)
linear[0, 0] -= surface_speed / h
linear[-1, -1] -= surface_speed / h
profile = np.full(cells, n_mixed)
for _ in range(30):
    residual = linear @ profile - B * profile**2 - C * profile**3 + pump
    jacobian = linear - np.diag(2 * B * profile + 3 * C * profile**2)
    change = np.linalg.solve(jacobian, -residual)
    profile = profile + change
    if np.max(np.abs(change / profile)) < 1e-10:
        break
assert np.max(np.abs(change / profile)) < 1e-8
jacobian = linear - np.diag(2 * B * profile + 3 * C * profile**2)
slowest_rate = np.linalg.eigvalsh(-jacobian)[0]
ratio_film = (1 / slowest_rate) / (profile.mean() / G)
spread = (profile.max() - profile.min()) / profile.mean()
# The lumped model drops the density variation, a few percent at most
assert abs(ratio_film / ratio_mixed - 1) < 0.01

# Degeneracy: true Fermi factor against the Boltzmann estimate
band_density = 2e-6 * (2 * np.pi * mass_ratio * const.m_e * const.k
                       * temperature / const.h**2)**1.5


def filling(eta):
    return 4 / np.sqrt(np.pi) * quad(
        lambda u: u**2 / (1 + np.exp(u**2 - eta)), 0, 10)[0]


eta = brentq(lambda e: filling(e) - n0 / band_density, -10, 5)
degeneracy = np.exp(eta) * band_density / n0 - 1

# Heating
photon_energy = const.h * const.c / wavelength
film_heat = G * thickness * photon_energy
total_heat = film_heat / (1 - np.exp(-thickness / absorption_depth))
rise_oxide = film_heat * oxide / k_oxide
rise_substrate = total_heat * radius / k_silicon
thermal_time = heat_capacity * thickness * oxide / k_oxide
assert thermal_time > 10 * tau_d

print(f"Auger coefficient C: {C:.1e} cm^6/s")
print(f"pump rate G: {G:.1e} cm^-3 s^-1")
print(f"steady density n0: {n0:.3e} cm^-3")
print(f"rate lifetime tau: {tau*1e6:.4f} us")
print(f"small-signal lifetime tau_d: {tau_d*1e6:.4f} us")
print(f"ratio tau_d/tau, pure Auger: {ratio:.5f}")
print(f"C wrongly inferred from tau_d: {naive_C:.3e} cm^6/s")
print(f"1/e time, deviation +10%: {finite[0.1]*tau*1e6:.4f} us")
print(f"1/e time, deviation -10%: {finite[-0.1]*tau*1e6:.4f} us")
print(f"corner frequency from tau_d: {1e-3/(2*np.pi*tau_d):.1f} kHz")
print(f"corner if tau were used: {1e-3/(2*np.pi*tau):.1f} kHz")
print(f"pump modulation depth: {100*depth:.2f} %")
print(f"density amplitude at corner: {100*abs(amplitude):.4f} %")
print(f"phase lag at corner: {phase_lag:.2f} degrees")
print(f"switch-off initial slope times tau: {initial_slope:.4f}")
print(f"switch-off half-time: {half_time*tau*1e6:.4f} us")
print(f"switch-off 1/e time: {efold_time*tau*1e6:.4f} us")
print(f"radiative coefficient B: {B:.1e} cm^3/s")
print(f"defect lifetime: {defect_time*1e6:.0f} us")
print(f"surface speed: {surface_speed:.0f} cm/s")
print(f"film thickness, mesa radius: {thickness*1e4:.0f}, {radius*1e4:.0f} um")
print(f"total linear loss rate A: {A:.3e} s^-1")
print(f"radiative rate B n0: {B*n0:.3e} s^-1")
print(f"Auger rate C n0^2: {C*n0**2:.3e} s^-1")
for n, value in mixed_ratios.items():
    print(f"ratio, all channels, n={n:.0e} cm^-3: {value:.4f}")
print(f"density with all channels: {n_mixed:.4e} cm^-3")
print(f"ratio with all channels: {ratio_mixed:.4f}")
print(f"rate recovered by integration: {recovered:.4e} cm^-3 s^-1")
print(f"rate wrongly taken as n/tau_d: {naive_rate:.3e} cm^-3 s^-1")
for s, value in power_ratios.items():
    print(f"ratio for C ~ n^({s}): {value:.4f}")
print(f"electron, hole parts of C: {c_n:.1f}, {c_p:.1f}")
for y, value in doped_ratios.items():
    print(f"ratio, excess/doping = {y:g}: {value:.4f}")
print(f"ratio, doping {acceptors:.0e} cm^-3: {ratio_background:.5f}")
print(f"ambipolar diffusivity: {diffusivity:.0f} cm^2/s")
print(f"absorption depth: {absorption_depth*1e4:.0f} um")
print(f"density spread across film: {100*spread:.2f} %")
print(f"ratio from film with diffusion: {ratio_film:.4f}")
print(f"temperature: {temperature:.0f} K")
print(f"band density of states: {band_density:.2e} cm^-3")
print(f"degeneracy correction: {100*degeneracy:.2f} %")
print(f"pump wavelength: {wavelength*1e9:.0f} nm")
print(f"photon energy: {photon_energy/const.e:.3f} eV")
print(f"heat absorbed in film: {film_heat:.0f} W/cm^2")
print(f"heat including substrate: {total_heat:.0f} W/cm^2")
print(f"oxide thickness: {oxide*1e4:.0f} um")
print(f"conductivity oxide, Si: {k_oxide}, {k_silicon} W/(cm K)")
print(f"temperature rise over oxide: {rise_oxide:.2f} K")
print(f"temperature rise of substrate: {rise_substrate:.2f} K")
print(f"silicon heat capacity: {heat_capacity:.2f} J/(cm^3 K)")
print(f"film thermal time: {thermal_time*1e6:.1f} us")
print("success")
```

Running it gives:

```
Auger coefficient C: 1.0e-30 cm^6/s
pump rate G: 1.0e+24 cm^-3 s^-1
steady density n0: 1.000e+18 cm^-3
rate lifetime tau: 1.0000 us
small-signal lifetime tau_d: 0.3333 us
ratio tau_d/tau, pure Auger: 0.33333
C wrongly inferred from tau_d: 3.000e-30 cm^6/s
1/e time, deviation +10%: 0.3132 us
1/e time, deviation -10%: 0.3554 us
corner frequency from tau_d: 477.5 kHz
corner if tau were used: 159.2 kHz
pump modulation depth: 1.00 %
density amplitude at corner: 0.2357 %
phase lag at corner: 45.00 degrees
switch-off initial slope times tau: 0.9999
switch-off half-time: 1.5000 us
switch-off 1/e time: 3.1945 us
radiative coefficient B: 5.0e-15 cm^3/s
defect lifetime: 100 us
surface speed: 10 cm/s
film thickness, mesa radius: 10, 100 um
total linear loss rate A: 3.200e+04 s^-1
radiative rate B n0: 5.000e+03 s^-1
Auger rate C n0^2: 1.000e+06 s^-1
ratio, all channels, n=1e+16 cm^-3: 0.9923
ratio, all channels, n=1e+17 cm^-3: 0.6746
ratio, all channels, n=2e+17 cm^-3: 0.4740
ratio, all channels, n=1e+18 cm^-3: 0.3409
density with all channels: 9.8769e+17 cm^-3
ratio with all channels: 0.3411
rate recovered by integration: 1.0000e+24 cm^-3 s^-1
rate wrongly taken as n/tau_d: 2.932e+24 cm^-3 s^-1
ratio for C ~ n^(-0.1): 0.3448
ratio for C ~ n^(-0.3): 0.3704
electron, hole parts of C: 0.7, 0.3
ratio, excess/doping = 0.01: 0.9595
ratio, excess/doping = 1: 0.4407
ratio, excess/doping = 100: 0.3348
ratio, doping 1e+15 cm^-3: 0.33348
ambipolar diffusivity: 10 cm^2/s
absorption depth: 10 um
density spread across film: 0.81 %
ratio from film with diffusion: 0.3411
temperature: 300 K
band density of states: 2.90e+19 cm^-3
degeneracy correction: 1.23 %
pump wavelength: 800 nm
photon energy: 1.550 eV
heat absorbed in film: 248 W/cm^2
heat including substrate: 393 W/cm^2
oxide thickness: 1 um
conductivity oxide, Si: 0.014, 1.5 W/(cm K)
temperature rise over oxide: 1.77 K
temperature rise of substrate: 2.62 K
silicon heat capacity: 1.66 J/(cm^3 K)
film thermal time: 11.9 us
success
```
